# Spin-incoherent neutron scattering and the two-thirds spin-flip probability: verification in Python

```python
"""
Result under test: the neutron-nucleus scattering length is the operator
    b = A + B sigma.I,
    A = ((I+1) b_plus + I b_minus)/(2I+1),  B = (b_plus - b_minus)/(2I+1),
and for nuclei with random spins the spin-incoherent scattering,
|B|^2 I(I+1) per nucleus and solid angle, flips the neutron spin with
probability 2/3 along every axis.
Symbols: sigma = Pauli matrices of the neutron, I = nuclear spin (units of hbar),
b_plus, b_minus = scattering lengths for total spin J = I+1/2 and J = I-1/2.
The operator b is built from projectors on J, found by diagonalizing J^2;
intensities are explicit traces over nuclear spin states.
"""
import numpy as np
from scipy import constants

rng = np.random.default_rng(7)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
X_AXIS, Z_AXIS = np.array([1.0, 0, 0]), np.array([0, 0, 1.0])


def close(a, b):
    return np.allclose(a, b, rtol=1e-9, atol=1e-9)


def spin_matrices(I):
    m = I - np.arange(int(round(2 * I)) + 1)
    raising = np.diag(np.sqrt(I * (I + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2, (raising - lowering) / 2j,
                     np.diag(m)], dtype=complex)


def scattering_operator(I, b_plus, b_minus):
    """b_plus P(J=I+1/2) + b_minus P(J=I-1/2), ordering neutron x nucleus."""
    S = spin_matrices(I)
    d = S.shape[1]
    J = [np.kron(PAULI[a] / 2, np.eye(d)) + np.kron(np.eye(2), S[a])
         for a in range(3)]
    values, vectors = np.linalg.eigh(sum(j @ j for j in J))
    J_number = np.sqrt(values + 0.25) - 0.5
    b_values = np.where(J_number > I, b_plus, b_minus)
    return (vectors * b_values) @ vectors.conj().T


def A_and_B(I, b_plus, b_minus):
    return (((I + 1) * b_plus + I * b_minus) / (2 * I + 1),
            (b_plus - b_minus) / (2 * I + 1))


def as_blocks(F):
    d = F.shape[0] // 2
    return F.reshape(2, d, 2, d)


def intensities(F, rho, axis):
    """(non-flip, flip) intensity for a neutron initially up along axis."""
    _, spinors = np.linalg.eigh(np.einsum('a,aij->ij', axis, PAULI))
    down, up = spinors[:, 0], spinors[:, 1]
    result = []
    for final in (up, down):
        M = np.einsum('a,aibj,b->ij', final.conj(), as_blocks(F), up)
        result.append(np.trace(M @ rho @ M.conj().T).real)
    return np.array(result)


def fluctuating_part(F, rho):
    """F minus its average over the nuclear spin state rho."""
    mean = np.einsum('aibj,ji->ab', as_blocks(F), rho)
    return F - np.kron(mean, np.eye(rho.shape[0])), mean


def random_axis():
    v = rng.normal(size=3)
    return v / np.linalg.norm(v)


def random_state(d):
    return np.eye(d) / d


# Operator form, spin averages, flip fraction and polarization, complex b allowed
largest_deviation = 0.0
for twice_I in range(1, 10):
    I = twice_I / 2
    d = twice_I + 1
    b_plus, b_minus = rng.normal(size=2) + 1j * rng.normal(size=2)
    b = scattering_operator(I, b_plus, b_minus)
    A, B = A_and_B(I, b_plus, b_minus)
    S = spin_matrices(I)
    sigma_dot_I = sum(np.kron(PAULI[a], S[a]) for a in range(3))
    assert close(b, A * np.eye(2 * d) + B * sigma_dot_I)
    second_moments = np.einsum('aij,bji->ab', S, S) / d
    assert close(second_moments, np.eye(3) * I * (I + 1) / 3)
    rho = random_state(d)
    delta_b, mean_b = fluctuating_part(b, rho)
    assert close(mean_b, A * np.eye(2))
    axis = random_axis()
    non_flip, flip = intensities(delta_b, rho, axis)
    assert close(non_flip + flip, abs(B)**2 * I * (I + 1))
    fraction = flip / (non_flip + flip)
    largest_deviation = max(largest_deviation, abs(fraction - 2 / 3))
    assert close(fraction, 2 / 3)
    # no interference between the mean and the fluctuating part
    assert close(intensities(b, rho, axis),
                 [abs(A)**2 + non_flip, flip])
    P_in = 0.8 * random_axis()
    neutron = (np.eye(2) + np.einsum('a,aij->ij', P_in, PAULI)) / 2
    out = delta_b @ np.kron(neutron, rho) @ delta_b.conj().T
    out = np.einsum('aibi->ab', as_blocks(out))
    P_out = np.einsum('aij,ji->a', PAULI, out) / np.trace(out)
    assert close(P_out, -P_in / 3)

# Worked example: one isotope, lengths in fm
I1, bp1, bm1 = 1.5, 6.0, -2.0
A1, B1 = A_and_B(I1, bp1, bm1)
b1 = scattering_operator(I1, bp1, bm1)
m_values = I1 - np.arange(4)
table = []
for k, m in enumerate(m_values):
    pure = np.zeros((4, 4))
    pure[k, k] = 1
    pair = intensities(b1, pure, Z_AXIS)
    assert close(pair, [(A1 + B1 * m)**2,
                        B1**2 * (I1 * (I1 + 1) - m * (m + 1))])
    table.append(pair)
all_nf, all_f = intensities(b1, random_state(4), Z_AXIS)
assert close(np.mean(table, axis=0), [all_nf, all_f])
delta_b1, mean_b1 = fluctuating_part(b1, random_state(4))
si_nf, si_f = intensities(delta_b1, random_state(4), Z_AXIS)
coherent = abs(mean_b1[0, 0])**2
channel_sum = ((I1 + 1) * bp1**2 + I1 * bm1**2) / (2 * I1 + 1)
assert close(coherent + si_nf + si_f, channel_sum)
to_barn = 4 * np.pi * constants.femto**2 / 1e-28

# Two nuclei, two isotopes: explicit sum over isotope assignments and spins
I2, bp2, bm2 = 0.5, -1.0, 7.0
A2, B2 = A_and_B(I2, bp2, bm2)
b2 = scattering_operator(I2, bp2, bm2)
isotopes = [(0.6, b1), (0.4, b2)]


def pair_amplitude(first, second, x1, x2):
    d1, d2 = first.shape[0] // 2, second.shape[0] // 2
    on_first = np.kron(first, np.eye(d2))
    on_second = np.einsum('aibj,kl->akiblj', as_blocks(second), np.eye(d1))
    return x1 * on_first + x2 * on_second.reshape(on_first.shape)


def mixture_intensities(x1, x2, axis):
    total = np.zeros(2)
    for c1, first in isotopes:
        for c2, second in isotopes:
            F = pair_amplitude(first, second, x1, x2)
            total += c1 * c2 * intensities(F, random_state(F.shape[0] // 2), axis)
    return total


A_mean = 0.6 * A1 + 0.4 * A2
isotope_inc = 0.6 * A1**2 + 0.4 * A2**2 - A_mean**2
spin_inc = 0.6 * B1**2 * I1 * (I1 + 1) + 0.4 * B2**2 * I2 * (I2 + 1)
for _ in range(5):
    x1, x2 = rng.normal(size=2) + 1j * rng.normal(size=2)
    self_weight = abs(x1)**2 + abs(x2)**2
    expected = [abs(x1 + x2)**2 * A_mean**2
                + self_weight * (isotope_inc + spin_inc / 3),
                self_weight * 2 * spin_inc / 3]
    assert close(mixture_intensities(x1, x2, random_axis()), expected)
in_phase = mixture_intensities(1, 1, Z_AXIS)
out_of_phase = mixture_intensities(1, -1, Z_AXIS)

# Aligned nuclei: I = 1, pure m = 0, zero mean spin but not random
S1 = spin_matrices(1.0)
aligned = np.diag([0.0, 1.0, 0.0])
assert close(np.einsum('aij,ji->a', S1, aligned), 0)
delta_aligned, _ = fluctuating_part(scattering_operator(1.0, 5.0, -1.0), aligned)
aligned_fraction = []
for axis in (Z_AXIS, X_AXIS):
    nf, f = intensities(delta_aligned, aligned, axis)
    aligned_fraction.append(f / (nf + f))
assert close(aligned_fraction, [1.0, 0.5])

# Singlet pair of spin-1/2 nuclei: correlated spins, isotropic state
singlet_vector = np.array([0, 1, -1, 0]) / np.sqrt(2)
singlet = np.outer(singlet_vector, singlet_vector)
pair_rows = []
for degrees in (60, 180):
    phase = np.deg2rad(degrees)
    F = pair_amplitude(b2, b2, 1, np.exp(1j * phase))
    s_nf, s_f = intensities(fluctuating_part(F, singlet)[0], singlet, random_axis())
    r_nf, r_f = intensities(F, random_state(4), Z_AXIS)
    assert close(s_f, B2**2 * (1 - np.cos(phase)))
    assert close(s_f / (s_nf + s_f), 2 / 3)
    assert close(r_f, B2**2)
    pair_rows.append((degrees, s_f, s_f / (s_nf + s_f), r_f))

print(f"largest |flip fraction - 2/3|, I = 1/2 to 9/2: {largest_deviation:.1e}")
print("ONE ISOTOPE (intensities per steradian in fm^2)")
print(f"I = {I1}, b_plus = {bp1:.1f} fm, b_minus = {bm1:.1f} fm")
print(f"A = {A1:.3f} fm, B = {B1:.3f} fm")
for m, (nf, f) in zip(m_values, table):
    print(f"m = {m:+.1f}: non-flip {nf:.3f} fm^2, flip {f:.3f} fm^2")
print(f"average over m: non-flip {all_nf:.3f} fm^2, flip {all_f:.3f} fm^2")
print(f"coherent part A^2 = {coherent:.3f} fm^2")
print(f"spin-incoherent non-flip = {si_nf:.3f} fm^2")
print(f"spin-incoherent flip = {si_f:.3f} fm^2")
print(f"total from the two J channels = {channel_sum:.3f} fm^2")
print(f"coherent cross-section = {coherent * to_barn:.4f} barn")
print(f"spin-incoherent cross-section = {(si_nf + si_f) * to_barn:.4f} barn")
print(f"  of which flip = {si_f * to_barn:.4f} barn")
print(f"  of which non-flip = {si_nf * to_barn:.4f} barn")
print(f"flip fraction, spin-incoherent part = {si_f / (si_nf + si_f):.4f}")
print(f"flip fraction, all scattering = {all_f / (all_nf + all_f):.4f}")
print(f"outgoing/incoming polarization, spin-incoherent = "
      f"{(si_nf - si_f) / (si_nf + si_f):.4f}")
print(f"outgoing/incoming polarization, all scattering = "
      f"{(all_nf - all_f) / (all_nf + all_f):.4f}")
print("ISOTOPE MIXTURE (fractions 0.6 of the first, 0.4 of the second)")
print(f"second isotope: I = {I2}, b_plus = {bp2:.1f} fm, b_minus = {bm2:.1f} fm")
print(f"second isotope: A = {A2:.3f} fm, B = {B2:.3f} fm")
print(f"mean A = {A_mean:.3f} fm, (mean A)^2 = {A_mean**2:.3f} fm^2")
print(f"isotope-incoherent per nucleus = {isotope_inc:.3f} fm^2")
print(f"spin-incoherent per nucleus = {spin_inc:.3f} fm^2")
print(f"two nuclei in phase: non-flip {in_phase[0]:.3f}, "
      f"flip {in_phase[1]:.3f} fm^2")
print(f"two nuclei out of phase: non-flip {out_of_phase[0]:.3f}, "
      f"flip {out_of_phase[1]:.3f} fm^2")
print(f"flip fraction of all incoherent scattering = "
      f"{out_of_phase[1] / out_of_phase.sum():.4f}")
print("LIMITS OF THE RESULT")
print(f"I = 1, all m = 0: flip fraction along z {aligned_fraction[0]:.4f}, "
      f"along x {aligned_fraction[1]:.4f}")
print("pair of second-isotope nuclei, relative phase in degrees:")
for degrees, s_f, s_fraction, r_f in pair_rows:
    print(f"{degrees}: singlet flip {s_f:.3f} fm^2 (fraction {s_fraction:.4f}), "
          f"random spins flip {r_f:.3f} fm^2")
print("tests ok")
```

It prints:

```
largest |flip fraction - 2/3|, I = 1/2 to 9/2: 2.2e-16
ONE ISOTOPE (intensities per steradian in fm^2)
I = 1.5, b_plus = 6.0 fm, b_minus = -2.0 fm
A = 3.000 fm, B = 2.000 fm
m = +1.5: non-flip 36.000 fm^2, flip 0.000 fm^2
m = +0.5: non-flip 16.000 fm^2, flip 12.000 fm^2
m = -0.5: non-flip 4.000 fm^2, flip 16.000 fm^2
m = -1.5: non-flip 0.000 fm^2, flip 12.000 fm^2
average over m: non-flip 14.000 fm^2, flip 10.000 fm^2
coherent part A^2 = 9.000 fm^2
spin-incoherent non-flip = 5.000 fm^2
spin-incoherent flip = 10.000 fm^2
total from the two J channels = 24.000 fm^2
coherent cross-section = 1.1310 barn
spin-incoherent cross-section = 1.8850 barn
  of which flip = 1.2566 barn
  of which non-flip = 0.6283 barn
flip fraction, spin-incoherent part = 0.6667
flip fraction, all scattering = 0.4167
outgoing/incoming polarization, spin-incoherent = -0.3333
outgoing/incoming polarization, all scattering = 0.1667
ISOTOPE MIXTURE (fractions 0.6 of the first, 0.4 of the second)
second isotope: I = 0.5, b_plus = -1.0 fm, b_minus = 7.0 fm
second isotope: A = 1.000 fm, B = -4.000 fm
mean A = 2.200 fm, (mean A)^2 = 4.840 fm^2
isotope-incoherent per nucleus = 0.960 fm^2
spin-incoherent per nucleus = 13.800 fm^2
two nuclei in phase: non-flip 30.480, flip 18.400 fm^2
two nuclei out of phase: non-flip 11.120, flip 18.400 fm^2
flip fraction of all incoherent scattering = 0.6233
LIMITS OF THE RESULT
I = 1, all m = 0: flip fraction along z 1.0000, along x 0.5000
pair of second-isotope nuclei, relative phase in degrees:
60: singlet flip 8.000 fm^2 (fraction 0.6667), random spins flip 16.000 fm^2
180: singlet flip 32.000 fm^2 (fraction 0.6667), random spins flip 16.000 fm^2
tests ok
```
